# Particle-Hole Symmetry, Half Filling and Next-Neighbour Hopping in the Hubbard Model: a program that tests the result

```python
"""Particle-hole symmetry of the Hubbard model and its loss with diagonal hopping.

Result under test: for K = H - mu*N on a bipartite lattice, every site has mean
occupation 1 at mu = U/2 for all T > 0.  Hopping tp inside a sublattice maps to
-tp, and at high temperature it gives
    <N> - L = -(beta^3/4) * (t^2 * tp * M1 + tp^3 * M3),
M1 = triangles with two t bonds and one tp bond, M3 = triangles of three tp bonds.
Symbols: t, tp hopping energies (matrix elements -t, -tp), U on-site repulsion,
mu chemical potential, L number of sites, beta = 1/(kB*T).  Energies are in eV.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def positions(nx, ny):
    return [(x, y) for x in range(nx) for y in range(ny)]


def hopping(nx, ny, t, tp):
    """One-particle matrix of an open rectangular cluster."""
    pos = positions(nx, ny)
    h = np.zeros((len(pos), len(pos)))
    for i, j in combinations(range(len(pos)), 2):
        d2 = (pos[i][0] - pos[j][0])**2 + (pos[i][1] - pos[j][1])**2
        h[i, j] = h[j, i] = {1: -t, 2: -tp}.get(d2, 0.0)
    return h


def annihilators(modes):
    """Fermion annihilation matrices with Jordan-Wigner signs."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for m in range(modes):
        op = np.eye(1)
        for k in range(modes):
            op = np.kron(op, sign if k < m else lower if k == m else np.eye(2))
        ops.append(op)
    return ops


def solve(h, U):
    """All eigenvalues of H, their particle numbers and site occupations."""
    L = len(h)
    c = annihilators(L)
    kin = sum(h[i, j] * c[i].T @ c[j]
              for i in range(L) for j in range(L) if h[i, j] != 0)
    occ = np.array([np.diag(a.T @ a) for a in c]).T
    count = np.rint(occ.sum(axis=1)).astype(int)
    energies, numbers, site_occ = [], [], []
    for nu in range(L + 1):
        a = np.flatnonzero(count == nu)
        for nd in range(L + 1):
            b = np.flatnonzero(count == nd)
            H = (np.kron(kin[np.ix_(a, a)], np.eye(len(b)))
                 + np.kron(np.eye(len(a)), kin[np.ix_(b, b)])
                 + U * np.diag((occ[a] @ occ[b].T).ravel()))
            e, v = np.linalg.eigh(H)
            both = (occ[a][:, None, :] + occ[b][None, :, :]).reshape(-1, L)
            energies.append(e)
            numbers.append(np.full(len(e), nu + nd))
            site_occ.append((v**2).T @ both)
    return np.concatenate(energies), np.concatenate(numbers), np.vstack(site_occ)


def densities(sol, mu, kT):
    e, n, occ = sol
    g = e - mu * n
    w = np.exp(-(g - g.min()) / kT)
    return w @ occ / w.sum()


def lowest(sol, n):
    return sol[0][sol[1] == n].min()


t, tp, U = 0.5, 0.2, 4.0
half = U / 2
temps = [1000.0, 3000.0, 10000.0, 30000.0]

# Explicit unitary on a 2x2 plaquette, 256 many-body states
pos4 = positions(2, 2)
c8 = annihilators(8)
num8 = [a.T @ a for a in c8]
one = np.eye(256)


def grand_matrix(t_, tp_, mu):
    h = hopping(2, 2, t_, tp_)
    K = U * sum(num8[2*i] @ num8[2*i + 1] for i in range(4)) - mu * sum(num8)
    for i in range(4):
        for j in range(4):
            if h[i, j] != 0:
                for s in range(2):
                    K = K + h[i, j] * c8[2*i + s].T @ c8[2*j + s]
    return K


G = one.copy()
for a in c8:
    G = G @ (a + a.T)
W = G.copy()
for i, (x, y) in enumerate(pos4):
    if (x + y) % 2 == 0:
        for s in range(2):
            W = W @ (one - 2 * num8[2*i + s])
assert np.allclose(W @ W.T, one)
for i, (x, y) in enumerate(pos4):
    for s in range(2):
        assert np.allclose(W @ c8[2*i + s] @ W.T, (-1)**(x + y) * c8[2*i + s].T)
mu_test = 0.7
shift = (U - 2 * mu_test) * 4 * one
K_start = grand_matrix(t, tp, mu_test)
err_map = np.abs(W @ K_start @ W.T - grand_matrix(t, -tp, U - mu_test) - shift).max()
assert err_map < 1e-11
# without the sublattice sign the nearest-neighbour hopping flips too
assert np.allclose(G @ K_start @ G.T, grand_matrix(-t, -tp, U - mu_test) + shift)

# Full diagonalization of the 2x3 cluster
L = 6
bip = solve(hopping(2, 3, t, 0.0), U)
fru = solve(hopping(2, 3, t, tp), U)
neg = solve(hopping(2, 3, t, -tp), U)
free = solve(hopping(2, 3, t, tp), 0.0)
diag_only = solve(hopping(2, 3, 0.0, tp), U)

# solver against one-particle Fermi occupations at U = 0
eps, phi = np.linalg.eigh(hopping(2, 3, t, tp))
for mu, kT in [(0.0, 0.1), (0.3, 0.5)]:
    fermi_sites = 2 * phi**2 @ expit(-(eps - mu) / kT)
    assert np.allclose(densities(free, mu, kT), fermi_sites, atol=1e-10)

print(f"t = {t:.2f} eV, tp = {tp:.2f} eV, U = {U:.2f} eV, sites L = {L}")
print(f"symmetric chemical potential U/2 = {half:.4f} eV = {half/HARTREE:.5f} hartree")
print(f"largest matrix error of the 2x2 operator mapping = {err_map:.1e} eV")
print("2x3 cluster at mu = U/2; mu1 is the chemical potential giving n = 1")
for T in temps:
    kT = KB * T
    d0 = densities(bip, half, kT)
    d1 = densities(fru, half, kT)
    assert np.abs(d0 - 1).max() < 1e-10
    assert np.abs(densities(diag_only, half, kT) - 1).max() < 1e-10
    assert abs(d1.mean() - 1) > 1e-9
    assert np.allclose(d1 + densities(neg, half, kT), 2, atol=1e-10)
    mu1 = brentq(lambda m: densities(fru, m, kT).mean() - 1,
                 half - 1.5, half + 1.5, xtol=1e-12)
    print(f"T = {T:6.0f} K, kT = {kT:.4f} eV: n(tp=0) = {d0.mean():.10f}, "
          f"n(tp)-1 = {d1.mean()-1:.3e}, mu1-U/2 = {mu1-half:.5f} eV")

# Site-resolved densities and the reflection about U/2
kT = KB * 3000.0
mu_low, mu_high = 0.5, U - 0.5
a0, b0 = densities(bip, mu_low, kT), densities(bip, mu_high, kT)
a1, b1 = densities(fru, mu_low, kT), densities(fru, mu_high, kT)
b1neg = densities(neg, mu_high, kT)
assert np.allclose(a0 + b0, 2, atol=1e-10)
assert np.allclose(a1 + b1neg, 2, atol=1e-10)
assert abs(a1.mean() + b1.mean() - 2) > 1e-4
print(f"T = 3000 K, mu = {mu_low:.1f} and {mu_high:.1f} eV, mean densities:")
print(f"  tp = 0: {a0.mean():.6f} + {b0.mean():.6f} = {a0.mean()+b0.mean():.6f}")
print(f"  tp = {tp}: {a1.mean():.6f} + {b1.mean():.6f} = {a1.mean()+b1.mean():.6f}")
print(f"  second density with -tp: {b1neg.mean():.6f}, sum = "
      f"{a1.mean()+b1neg.mean():.6f}")
d1 = densities(fru, half, kT)
print(f"T = 3000 K, mu = U/2, tp = {tp} eV: corner site n = {d1[0]:.6f}, "
      f"middle site n = {d1[1]:.6f}")

# Charge-gap edges
for label, sol in [("tp = 0", bip), (f"tp = {tp} eV", fru)]:
    lower_edge = lowest(sol, L) - lowest(sol, L - 1)
    upper_edge = lowest(sol, L + 1) - lowest(sol, L)
    assert lower_edge < half < upper_edge
    if sol is bip:
        assert abs(lower_edge + upper_edge - U) < 1e-10
    print(f"charge-gap edges, {label}: {lower_edge:.4f} and {upper_edge:.4f} eV, "
          f"midpoint {(lower_edge+upper_edge)/2:.4f} eV")

# Without interaction U/2 = 0 need not lie in the half-filling gap
n_cold = densities(free, 0.0, KB * 100.0).mean()
n_levels = 2 * np.sum(eps < 0) / L
assert abs(n_cold - n_levels) < 1e-3 and abs(n_levels - 1) > 0.1
print("U = 0 one-particle levels with tp (eV): " + " ".join(f"{e:.3f}" for e in eps))
print(f"U = 0, mu = 0, T = 100 K, with tp: n = {n_cold:.4f}")

# High-temperature triangle law in the interacting cluster
pos6 = positions(2, 3)
M1 = M3 = 0
for trio in combinations(pos6, 3):
    d = sorted((p[0]-q[0])**2 + (p[1]-q[1])**2 for p, q in combinations(trio, 2))
    M1 += d == [1, 1, 2]
    M3 += d == [2, 2, 2]


def charge_ratio(beta):
    return (densities(fru, half, 1 / beta).sum() - L) / beta**3


def shift_ratio(beta):
    root = brentq(lambda x: densities(fru, half + x, 1 / beta).mean() - 1,
                  -0.01, 0.01, xtol=1e-13)
    return root / beta**2


# linear extrapolation to beta = 0; the remainder is of order (beta*U)^2
b = 0.01
charge_num = 2 * charge_ratio(b / 2) - charge_ratio(b)
shift_num = 2 * shift_ratio(b / 2) - shift_ratio(b)
charge_law = -(t**2 * tp * M1 + tp**3 * M3) / 4
shift_law = -2 * charge_law / L
assert abs(charge_num / charge_law - 1) < 5e-3
assert abs(shift_num / shift_law - 1) < 5e-3
print(f"triangles in 2x3 cluster: M1 = {M1}, M3 = {M3}")
print(f"(<N>-L)/beta^3 as beta -> 0: diagonalization {charge_num:.6f}, "
      f"triangle law {charge_law:.6f} eV^3")
print(f"(mu1-U/2)/beta^2 as beta -> 0: diagonalization {shift_num:.6f}, "
      f"triangle law {shift_law:.6f} eV^3")

# Free square lattice in k space
k = 2 * np.pi * np.arange(96) / 96
kx, ky = np.meshgrid(k, k)
band = -2*t*(np.cos(kx) + np.cos(ky)) - 4*tp*np.cos(kx)*np.cos(ky)
print("free square lattice with tp, U = 0, mu = 0:")
for T in [10000.0, 30000.0, 100000.0]:
    beta = 1 / (KB * T)
    dev = 2 * expit(-beta * band).mean() - 1
    law = -beta**3 * t**2 * tp
    print(f"  T = {T:.0f} K: n-1 = {dev:.4e}, triangle law {law:.4e}")
beta = 0.05
dev = 2 * expit(-beta * band).mean() - 1
assert abs(dev / (-beta**3 * t**2 * tp) - 1) < 0.01

# Attractive three-site chain: degenerate ground states away from N = L
chain = solve(hopping(3, 1, t, 0.0), -U)
g = [lowest(chain, n) + half * n for n in range(7)]
assert abs(g[2] - g[4]) < 1e-10 and g[2] < min(g[0], g[1], g[3], g[5], g[6]) - 1e-6
d_chain = densities(chain, -half, KB * 300.0)
assert np.allclose(d_chain, 1, atol=1e-10)
print(f"attractive 3-site chain, U = {-U:.1f} eV, mu = {-half:.1f} eV:")
print(f"  lowest E-mu*N for N = 2, 3, 4: {g[2]:.5f}, {g[3]:.5f}, {g[4]:.5f} eV")
print(f"  thermal mean density at 300 K = {d_chain.mean():.10f}")

print("PASS")
```

Output:

```
t = 0.50 eV, tp = 0.20 eV, U = 4.00 eV, sites L = 6
symmetric chemical potential U/2 = 2.0000 eV = 0.07350 hartree
largest matrix error of the 2x2 operator mapping = 3.6e-15 eV
2x3 cluster at mu = U/2; mu1 is the chemical potential giving n = 1
T =   1000 K, kT = 0.0862 eV: n(tp=0) = 1.0000000000, n(tp)-1 = -3.136e-07, mu1-U/2 = 0.06135 eV
T =   3000 K, kT = 0.2585 eV: n(tp=0) = 1.0000000000, n(tp)-1 = -1.792e-04, mu1-U/2 = 0.01226 eV
T =  10000 K, kT = 0.8617 eV: n(tp=0) = 1.0000000000, n(tp)-1 = -1.617e-03, mu1-U/2 = 0.01370 eV
T =  30000 K, kT = 2.5852 eV: n(tp=0) = 1.0000000000, n(tp)-1 = -5.110e-04, mu1-U/2 = 0.00423 eV
T = 3000 K, mu = 0.5 and 3.5 eV, mean densities:
  tp = 0: 0.799882 + 1.200118 = 2.000000
  tp = 0.2: 0.755527 + 1.183597 = 1.939124
  second density with -tp: 1.244473, sum = 2.000000
T = 3000 K, mu = U/2, tp = 0.2 eV: corner site n = 0.999930, middle site n = 0.999602
charge-gap edges, tp = 0: 0.6406 and 3.3594 eV, midpoint 2.0000 eV
charge-gap edges, tp = 0.2 eV: 0.8482 and 3.3574 eV, midpoint 2.1028 eV
U = 0 one-particle levels with tp (eV): -1.490 -0.500 0.076 0.490 0.500 0.924
U = 0, mu = 0, T = 100 K, with tp: n = 0.6667
triangles in 2x3 cluster: M1 = 8, M3 = 0
(<N>-L)/beta^3 as beta -> 0: diagonalization -0.100006, triangle law -0.100000 eV^3
(mu1-U/2)/beta^2 as beta -> 0: diagonalization 0.033335, triangle law 0.033333 eV^3
free square lattice with tp, U = 0, mu = 0:
  T = 10000 K: n-1 = -4.1844e-02, triangle law -7.8136e-02
  T = 30000 K: n-1 = -2.6476e-03, triangle law -2.8939e-03
  T = 100000 K: n-1 = -7.7489e-05, triangle law -7.8136e-05
attractive 3-site chain, U = -4.0 eV, mu = -2.0 eV:
  lowest E-mu*N for N = 2, 3, 4: -0.35386, 1.12260, -0.35386 eV
  thermal mean density at 300 K = 1.0000000000
PASS
```
